# Why a Strained Supercell Does Not Directly Give Interfacial Adhesion: test program

```python
"""Apparent adhesion of a strained layer on an oxide.
Result under test:  W_app = W - u
  W_app : (slab + RELAXED free layer - supported supercell) / area
  W     : same difference with the free layer held in the COMMON cell
  u     : elastic energy per area imposed on the layer by that cell
Model: one bead per formula unit, Morse bonds, bending stiffness, and a
rigid corrugated oxide potential whose clean-slab energy is zero.
Internal units: eV and nm. Printed energies per area: J/m^2.
Strain is the biaxial strain of the layer in the common cell.
"""
import numpy as np
from scipy import constants, integrate, optimize

TO_J = constants.e / 1e-18          # J/m^2 (or N/m) per eV/nm^2
A_LAYER, A_OXIDE = 0.316, 0.476     # lattice constants, nm
M_SI = 160.0                        # C11 + C12 of the layer, N/m
M = M_SI / TO_J
K_BOND = M / np.sqrt(3)             # bond force constant, eV/nm^2
ALPHA = 10.0                        # Morse bond parameter, 1/nm
KAPPA = 10.0                        # bending rigidity, eV
DEPTH, BETA, CORR = 0.17, 12.0, 0.20  # contact: eV, 1/nm, corrugation
AREA0 = np.sqrt(3) / 2 * A_LAYER**2
W6 = np.exp(1j * np.pi / 3)
G_DIR = np.deg2rad([90.0, 30.0, -30.0])
G_OXIDE = 4 * np.pi / (np.sqrt(3) * A_OXIDE) * np.column_stack(
    [np.cos(G_DIR), np.sin(G_DIR)])


class Layer:
    """Triangular bead layer filling a hexagonal periodic cell."""

    def __init__(self, n1, n2, edge):
        self.n = n1 * n1 + n1 * n2 + n2 * n2
        self.area = np.sqrt(3) / 2 * abs(edge)**2
        chiral = n1 + n2 * W6
        bond = edge / chiral
        self.strain = abs(bond) / A_LAYER - 1

        def key(point):
            q = point / chiral
            f2 = q.imag / W6.imag
            f1 = q.real - f2 / 2
            return (int(round(f1 * self.n)), int(round(f2 * self.n)))

        reach = n1 + 2 * n2 + 1
        points, index = [], {}
        for i in range(-reach, reach + 1):
            for j in range(-reach, reach + 1):
                k = key(i + j * W6)
                if 0 <= k[0] < self.n and 0 <= k[1] < self.n:
                    index[k] = len(points)
                    points.append(i + j * W6)
        assert len(points) == self.n
        pos = np.array(points) * bond
        self.pos = np.column_stack([pos.real, pos.imag])
        self.neigh, self.inverse, self.ref = [], [], []
        for d in range(3):
            step = W6**d
            nb = []
            for p in points:
                k = key(p + step)
                nb.append(index[(k[0] % self.n, k[1] % self.n)])
            nb = np.array(nb)
            self.neigh.append(nb)
            self.inverse.append(np.argsort(nb))
            v = bond * step
            self.ref.append(np.array([v.real, v.imag, 0.0]))

    def laplacian(self, z):
        total = -6 * z
        for nb, inv in zip(self.neigh, self.inverse):
            total = total + z[nb] + z[inv]
        return total * 2 / (3 * A_LAYER**2)

    def energy(self, x, supported):
        """x: in-plane displacements and height. Returns energy, gradient."""
        grad = np.zeros_like(x)
        total = 0.0
        for nb, ref in zip(self.neigh, self.ref):
            vec = ref + x[nb] - x
            r = np.sqrt((vec**2).sum(axis=1))
            ex = np.exp(-ALPHA * (r - A_LAYER))
            total += K_BOND / (2 * ALPHA**2) * ((1 - ex)**2).sum()
            force = (K_BOND / ALPHA * (1 - ex) * ex / r)[:, None] * vec
            grad[nb] += force
            grad -= force
        lap = self.laplacian(x[:, 2])
        total += 0.5 * KAPPA * AREA0 * (lap**2).sum()
        grad[:, 2] += KAPPA * AREA0 * self.laplacian(lap)
        if supported:
            phase = (self.pos + x[:, :2]) @ G_OXIDE.T
            f = np.cos(phase).sum(axis=1) / 3
            df = -np.sin(phase) @ G_OXIDE / 3
            t = np.exp(-BETA * x[:, 2])
            total += DEPTH * (t * t * (1 + CORR * f) - 2 * t).sum()
            grad[:, :2] += (DEPTH * CORR * t * t)[:, None] * df
            grad[:, 2] += -2 * BETA * DEPTH * (t * t * (1 + CORR * f) - t)
        return total, grad


def relax(layer, supported, start, height=None):
    """Minimize at fixed cell, optionally at fixed mean height."""
    def place(flat):
        y = flat.reshape(-1, 3).copy()
        if height is not None:
            y[:, 2] += height - y[:, 2].mean()
        return y

    def fun(flat):
        e, g = layer.energy(place(flat), supported)
        if height is not None:
            g[:, 2] -= g[:, 2].mean()
        return e, g.ravel()

    res = optimize.minimize(fun, start.ravel(), jac=True, method="L-BFGS-B",
                            options=dict(ftol=1e-15, gtol=1e-7,
                                         maxiter=5000, maxfun=20000))
    e, g = fun(res.x)
    assert np.abs(g).max() < 1e-3
    return e, place(res.x)


def flat_energy(strain):
    """Free flat layer: energy per reference area, eV/nm^2."""
    lay = Layer(3, 0, 3 * A_LAYER * (1 + strain))
    return lay.energy(np.zeros((9, 3)), False)[0] / (9 * AREA0)


rng = np.random.default_rng(1)

# Gradient against a central difference
probe = Layer(2, 1, (1 + W6) * A_OXIDE)
x_try = rng.normal(0, 0.01, (7, 3))
way = rng.normal(0, 1, (7, 3))
h = 1e-5
slope = (probe.energy(x_try + h * way, True)[0]
         - probe.energy(x_try - h * way, True)[0]) / (2 * h)
exact_slope = (probe.energy(x_try, True)[1] * way).sum()
assert abs(slope - exact_slope) < 1e-5 * max(1, abs(exact_slope))

# Relaxed free layer and its biaxial stiffness
free = optimize.minimize_scalar(flat_energy, bounds=(-0.05, 0.05),
                                method="bounded", options=dict(xatol=1e-9))
e_free = free.fun * AREA0
assert abs(free.x) < 1e-6
s = 1e-3
m_numeric = (flat_energy(s) + flat_energy(-s) - 2 * free.fun) / (2 * s * s)
assert abs(m_numeric / M - 1) < 1e-4

# General plane strain: bond sum against the elastic constants
c11, c12, c66 = np.array([3, 1, 1]) * np.sqrt(3) / 4 * K_BOND
e1, e2, shear = 1e-3, -4e-4, 6e-4
bond_sum = 0.0
for sign in (1, -1):
    deform = np.eye(2) + sign * np.array([[e1, shear / 2], [shear / 2, e2]])
    for d in range(3):
        v = deform @ np.array([(W6**d).real, (W6**d).imag]) * A_LAYER
        stretch = np.linalg.norm(v) - A_LAYER
        bond_sum += (K_BOND / (2 * ALPHA**2)
                     * (1 - np.exp(-ALPHA * stretch))**2 / (2 * AREA0))
u_general = 0.5*c11*(e1**2 + e2**2) + c12*e1*e2 + 0.5*c66*shear**2
assert abs(bond_sum / u_general - 1) < 1e-3


def study(n1, n2, m1, m2, lift):
    lay = Layer(n1, n2, (m1 + m2 * W6) * A_OXIDE)
    start = rng.normal(0, 0.001, (lay.n, 3))
    e_strained, _ = relax(lay, False, start)
    start[:, :2] += [0.03, 0.02]
    e_tot, bound = relax(lay, True, start)
    out = dict(n=lay.n, m=m1*m1 + m1*m2 + m2*m2, eps=lay.strain)
    out["app"] = (lay.n * e_free - e_tot) / lay.area * TO_J
    out["w"] = (e_strained - e_tot) / lay.area * TO_J
    out["u"] = (e_strained - lay.n * e_free) / lay.area * TO_J
    out["ripple"] = (lay.energy(bound, False)[0] - e_strained) \
        / lay.area * TO_J
    if lift:
        nodes, weights = np.polynomial.legendre.leggauss(40)
        span = 1.5
        base = bound[:, 2].mean()
        x, work = bound, 0.0
        for node, weight in zip(nodes, weights):
            height = base + span * (node + 1) / 2
            _, x = relax(lay, True, x, height)
            pull = lay.energy(x, True)[1][:, 2].sum()
            work += weight * span / 2 * pull
        out["lift"] = work / lay.area * TO_J
    return out


cells = [study(3, 0, 2, 0, True), study(2, 1, 1, 1, True),
         study(3, 2, 3, 0, True), study(5, 2, 3, 2, True)]
matched = study(8, 2, 4, 3, False)
w0 = matched["app"] * (1 + matched["eps"])**2   # per reference area
assert abs(matched["eps"]) < 5e-4

for c in cells:
    y = ALPHA * A_LAYER * c["eps"]
    c["quad"] = M_SI * c["eps"]**2 / (1 + c["eps"])**2
    c["cubic"] = c["quad"] * (1 - y)
    next_term = c["quad"] * 7 / 12 * y * y
    c["pred"] = w0 / (1 + c["eps"])**2 - c["cubic"]
    # mechanical lifting work is W, not the apparent adhesion
    assert abs(c["lift"] - c["w"]) < 1e-4
    # the energy missing from the apparent value is the elastic energy
    assert abs(c["lift"] - c["app"] - c["cubic"]) < 1.1 * next_term + 1e-4
    # unstrained reference plus stiffness predicts the apparent value
    assert abs(c["app"] - c["pred"]) < 1.1 * next_term + 5e-4
    assert -1e-6 < c["ripple"] < 0.01 * c["w"]
poor = cells[3]
assert poor["app"] < 0 < poor["lift"]

# Strain at which the apparent adhesion vanishes
zero_quad = np.sqrt(w0 / M_SI)
zero_full = optimize.brentq(
    lambda e: (flat_energy(e) - free.fun) * TO_J - w0, 0.01, 0.09)
assert cells[2]["eps"] < zero_full < poor["eps"]

# A free thin slab shares the mismatch
Y_OXIDE, THICK = 550.0, 1.3         # biaxial modulus GPa, thickness nm
k_slab = Y_OXIDE * THICK            # GPa nm = N/m


def share(mismatch):
    def cost(es):
        total = (1 + mismatch) * (1 + es) - 1
        return k_slab * es**2 + (flat_energy(total) - free.fun) * TO_J
    res = optimize.minimize_scalar(cost, bounds=(-0.03, 0.03),
                                   method="bounded",
                                   options=dict(xatol=1e-9))
    return res.x, res.fun


small = cells[0]["eps"]
es_small, u_small = share(small)
assert abs(u_small / (M_SI*k_slab/(M_SI + k_slab)*small**2) - 1) < 0.04
assert abs(es_small / (-M_SI/(M_SI + k_slab)*small) - 1) < 0.04
es_c, u_c = share(cells[2]["eps"])
slab_strain = 1 / (1 + cells[2]["eps"]) - 1
slab_forced = k_slab * slab_strain**2

# Buckling of a compressed free layer, on both sides of the threshold
comp = cells[1]["eps"]
assert comp < 0
wave_c = 2 * np.pi * np.sqrt(KAPPA / (M * abs(comp)))
changes = []
for ratio in (0.8, 1.2):
    spacing = A_LAYER * (1 + comp)
    n = int(round(ratio * wave_c / (spacing * np.sqrt(3) / 2)))
    lay = Layer(n, 0, n * spacing)
    flat = np.zeros((lay.n, 3))
    wavy = flat.copy()
    q = 4 * np.pi / (np.sqrt(3) * n * spacing)
    wavy[:, 2] = 1e-3 * np.cos(q * lay.pos[:, 1])
    changes.append(lay.energy(wavy, False)[0] - lay.energy(flat, False)[0])
assert changes[0] > 0 > changes[1]

# Thermal flexural free energy lost on binding (classical)
k0 = 2 * DEPTH * BETA**2 / AREA0
root = np.sqrt(k0 / KAPPA)
integral = integrate.quad(lambda v: np.log1p(root**2 / v**2) / (8*np.pi),
                          0, 4 * np.pi / AREA0, limit=200)[0]
assert abs(integral / (root / 8) - 1) < 0.03
KB = constants.k / constants.e
thermal = {T: KB * T * root / 8 * TO_J for T in (300, 1000)}

# Differential thermal expansion between growth and room temperature
D_EXP, D_T = 2e-6, 800.0
shift = D_EXP * D_T
du = [M_SI * ((c["eps"] + shift)**2 - c["eps"]**2) for c in cells[:3]]

print("INPUTS (rough, MoS2-on-sapphire regime)")
print(f"layer, oxide lattice constants: {A_LAYER}, {A_OXIDE} nm")
print(f"C11+C12 of layer: {M_SI:.0f} N/m = {M:.1f} eV/nm^2")
print(f"bond constant k: {K_BOND:.1f} eV/nm^2; alpha: {ALPHA:.0f} 1/nm")
print(f"bending rigidity: {KAPPA:.0f} eV")
print(f"contact depth: {DEPTH} eV per formula unit")
print(f"contact beta: {BETA:.0f} 1/nm; corrugation: {CORR}")
print(f"free-layer area per formula unit: {AREA0:.5f} nm^2")
print(f"stiffness from energies: {m_numeric*TO_J:.3f} N/m")
print("CELLS: layer units/oxide cells; energies in J/m^2")
print("cell    strain%   W_app      u        W     lift work")
for c in cells:
    print(f"{c['n']:2d}/{c['m']:<2d}  {100*c['eps']:+7.3f}  {c['app']:+.4f}"
          f"  {c['u']:.4f}  {c['w']:.4f}  {c['lift']:.4f}")
print("cell   u quadratic  u cubic  predicted W_app (J/m^2)")
for c in cells:
    print(f"{c['n']:2d}/{c['m']:<2d}  {c['quad']:.4f}      {c['cubic']:.4f}"
          f"   {c['pred']:+.4f}")
print(f"matched cell {matched['n']}/{matched['m']}: strain "
      f"{100*matched['eps']:+.3f} %")
print(f"matched cell: W_app {matched['app']:.4f}, W {matched['w']:.4f}, "
      f"u {matched['u']:.6f} J/m^2")
print(f"W0 per unstrained area: {w0:.4f} J/m^2 = {w0/TO_J:.3f} eV/nm^2")
c = cells[2]
print(f"19/9 in eV/nm^2: W_app {c['app']/TO_J:.3f}, "
      f"u {c['u']/TO_J:.3f}, W {c['w']/TO_J:.3f}")
print(f"19/9: u/W = {100*c['u']/c['w']:.1f} %")
print(f"largest contact distortion energy: "
      f"{1000*max(c['ripple'] for c in cells):.4f} mJ/m^2")
print(f"zero of W_app, quadratic: {100*zero_quad:.2f} % strain")
print(f"zero of W_app, full bonds: {100*zero_full:.2f} % strain")
print("NEGLECTED EFFECTS")
print(f"slab: modulus {Y_OXIDE:.0f} GPa, thickness {THICK} nm, "
      f"K {k_slab:.0f} N/m")
print(f"19/9, free slab: slab strain {100*es_c:+.3f} %")
print(f"19/9, free slab: total elastic energy {u_c:.4f} J/m^2")
print(f"19/9, slab forced to layer: strain {100*slab_strain:+.3f} %")
print(f"19/9, slab forced to layer: {slab_forced:.3f} J/m^2")
print(f"expansion difference {D_EXP:.0e} 1/K over {D_T:.0f} K: "
      f"strain {100*shift:.2f} %")
print("change of u for 9/4, 7/3, 19/9: "
      + ", ".join(f"{1000*v:+.2f}" for v in du) + " mJ/m^2")
for T, value in thermal.items():
    print(f"flexural loss of adhesion at {T} K: {1000*value:.2f} mJ/m^2")
print(f"7/3 compression: critical buckling wavelength {wave_c:.2f} nm")
print(f"7/3 common-cell edge: {np.sqrt(3)*A_OXIDE:.3f} nm")
print("every check passed")
```

Running it gives:

```
INPUTS (rough, MoS2-on-sapphire regime)
layer, oxide lattice constants: 0.316, 0.476 nm
C11+C12 of layer: 160 N/m = 998.6 eV/nm^2
bond constant k: 576.6 eV/nm^2; alpha: 10 1/nm
bending rigidity: 10 eV
contact depth: 0.17 eV per formula unit
contact beta: 12 1/nm; corrugation: 0.2
free-layer area per formula unit: 0.08648 nm^2
stiffness from energies: 160.001 N/m
CELLS: layer units/oxide cells; energies in J/m^2
cell    strain%   W_app      u        W     lift work
 9/4    +0.422  +0.3096  0.0028  0.3124  0.3124
 7/3    -1.388  +0.2909  0.0331  0.3240  0.3240
19/9    +3.673  +0.1141  0.1790  0.2931  0.2931
39/19   +5.139  -0.0407  0.3257  0.2850  0.2850
cell   u quadratic  u cubic  predicted W_app (J/m^2)
 9/4   0.0028      0.0028   +0.3096
 7/3   0.0317      0.0331   +0.2909
19/9   0.2008      0.1775   +0.1156
39/19  0.3823      0.3202   -0.0352
matched cell 84/37: strain -0.027 %
matched cell: W_app 0.3152, W 0.3152, u 0.000012 J/m^2
W0 per unstrained area: 0.3150 J/m^2 = 1.966 eV/nm^2
19/9 in eV/nm^2: W_app 0.712, u 1.117, W 1.829
19/9: u/W = 61.1 %
largest contact distortion energy: 0.0909 mJ/m^2
zero of W_app, quadratic: 4.44 % strain
zero of W_app, full bonds: 4.78 % strain
NEGLECTED EFFECTS
slab: modulus 550 GPa, thickness 1.3 nm, K 715 N/m
19/9, free slab: slab strain -0.611 %
19/9, free slab: total elastic energy 0.1611 J/m^2
19/9, slab forced to layer: strain -3.543 %
19/9, slab forced to layer: 0.897 J/m^2
expansion difference 2e-06 1/K over 800 K: strain 0.16 %
change of u for 9/4, 7/3, 19/9: +2.57, -6.69, +19.21 mJ/m^2
flexural loss of adhesion at 300 K: 3.90 mJ/m^2
flexural loss of adhesion at 1000 K: 12.99 mJ/m^2
7/3 compression: critical buckling wavelength 5.34 nm
7/3 common-cell edge: 0.824 nm
every check passed
```
